# The band gap of an infinite polyene with alternating Hückel hoppings, part 2

In the Hückel model a polyene is a chain of carbon sites, each with one p orbital and one independent \(\pi\) electron. The orbitals are orthonormal, with site energy \(\alpha\). Cell \(m\) has amplitudes \(A_m,B_m\). The hopping \(\beta_1\) acts within the cell, and \(\beta_2\) acts between \(B_m\) and \(A_{m+1}\). Both are real, nonzero and of equal sign, and \(\Delta=|\beta_1-\beta_2|\). The gap \(E_g\) separates the highest filled and lowest empty levels.

For the infinite chain, let \(k\) be the phase per cell. With

\[
f(k)=\beta_1+\beta_2e^{-ik},
\tag{5}
\]

the bands and the gap are

\[
E_\pm(k)=\alpha\pm|f(k)| .
\tag{7}
\]

\[
E_g=2|\beta_1-\beta_2| .
\tag{2}
\]

Transitions that conserve \(k\) cover the interband range

\[
2|\beta_1-\beta_2|\le 2|f(k)|\le2|\beta_1+\beta_2| .
\tag{11}
\]

Their strength for light polarized along the chain follows from \(J\), which is \(\hbar\) times the velocity along the axis. Between the lower (\(-\)) and upper (\(+\)) band states, with cell length \(\ell\),

\[
|\langle+|J|-\rangle|=\frac{\ell|\beta_1^2-\beta_2^2|}{2|f(k)|},
\qquad
|\langle+|J|-\rangle|_{k=\pi}=\frac{\ell}{2}|\beta_1+\beta_2| .
\tag{18}
\]

Site energies \(\alpha\pm\delta\) on \(A\) and \(B\) change the gap to

\[
E_g=2\sqrt{(\beta_1-\beta_2)^2+\delta^2} .
\tag{20}
\]

If

\[
|b'|\le\frac{\beta_1\beta_2}{2|\beta_1+\beta_2|},
\tag{22}
\]

then a second-neighbour hopping \(b'\) leaves the gap (2) unchanged.

An open chain with \(n\) double bonds has \(2n\) sites. With \(\varepsilon=E-\alpha\), amplitude vectors \(A,B\) of length \(n\), and zero amplitudes outside the chain,

\[
\varepsilon A=QB,\qquad \varepsilon B=Q^{T}A,\qquad
(QB)_m=\beta_1B_m+\beta_2B_{m-1}.
\tag{23}
\]

The gap \(E_g(n)\) is twice the smallest \(|\varepsilon|\). It was bounded above variationally: the smallest eigenvalue of \(Q^TQ\) is at most \(\|QB\|^2/\|B\|^2\) for any trial vector. For strong end bonds, \(|\beta_1|>|\beta_2|\),

\[
2\Delta\le E_g(n)\le
2\sqrt{\Delta^2+4\beta_1\beta_2\sin^2\frac{\pi}{2(n+1)}} .
\tag{26}
\]

The upper bound is the gap of a ring with \(n+1\) cells when that number is odd.

### Uniform chains and weak end bonds

For equal hoppings \(\beta\), number the sites \(s=1,\ldots,2n\) and try \(\phi_s=\sin(qs)\). The sum of neighbouring amplitudes is \(2\cos q\,\phi_s\), and the boundary conditions \(\phi_0=\phi_{2n+1}=0\) give \(q=\pi j/(2n+1)\). The levels are \(\alpha+2\beta\cos q\). The two middle ones have \(j=n\) and \(j=n+1\), and their cosines are equal and opposite. Since \(\pi/2-\pi n/(2n+1)=\pi/[2(2n+1)]\),

\[
E_g^{\rm uniform}(n)=4|\beta|\sin\frac{\pi}{2(2n+1)} .
\tag{27}
\]

This gap is due to finite length and falls as \(1/n\) for long chains.

Now let a chain begin with a weak bond \(\beta_w\), followed by a strong bond \(\beta_s\). On a half-infinite chain, a state with \(\varepsilon=0\) and amplitudes on the \(A\) sites alone satisfies

\[
\beta_wA_m+\beta_sA_{m+1}=0,\qquad
r\equiv\frac{A_{m+1}}{A_m}=-\frac{\beta_w}{\beta_s}.
\tag{28}
\]

Because \(|r|<1\), the state decays into the chain and can be normalized. It lies in the middle of the bulk gap.

A sufficiently long finite chain with two weak end bonds has a state close to this form at each end, and the small coupling of the two splits the levels. To bound the splitting, take \(A_m=r^m\) for \(m=0,\ldots,n-1\). All components of \(Q^TA\) vanish by (28) except the last, which is \(\beta_wr^{n-1}\). The squared norm of \(A\) is the geometric sum \((1-r^{2n})/(1-r^2)\). With \(|\beta_w|=|\beta_s||r|\), the same variational argument gives

\[
E_g^{\rm weak}(n)\le2|\beta_s||r|^n\sqrt{\frac{1-r^2}{1-r^{2n}}} .
\tag{29}
\]

This tends to zero although the hoppings alternate. The levels involved belong to the ends, and the bulk bands keep the separation \(2\Delta\). Equation (2) is thus a statement about the interior of the chain.

### Numerical values for a long polyene

Take \(\beta_1=-2.85\) eV and \(\beta_2=-2.15\) eV. These are rough typical values for effective hoppings in the regime of trans-polyacetylene, the long-chain limit of polyene chromophores. Then

\[
E_g=2|-2.85+2.15|\ {\rm eV}=2(0.70)\ {\rm eV}=1.40\ {\rm eV}.
\tag{30}
\]

The corresponding vacuum wavelength, \(\lambda=hc/E_g\), is 886 nm. The upper limit of the interband range is \(2(5.00)=10.0\) eV, or 124 nm. Photons of the lithography wavelengths 248 nm and 193 nm have energies of 5.00 eV and 6.42 eV. Both lie inside the range, where (18) is nonzero. In this model a long alternating polyene can therefore absorb at both wavelengths, even though its absorption edge is in the near infrared. The absorption there is weak. The oscillator strength of a transition is proportional to \(|\langle+|J|-\rangle|^2/2|f|\), and about 67% of the total lies within 0.5 eV above the edge, against 0.9% and 0.5% in windows of the same width centred on 5.00 and 6.42 eV. The edge current element is \(5.00/2=2.50\) eV times the cell length.

The gap is a small difference between two larger numbers. If \(|\beta_1-\beta_2|\) is changed by 0.10 eV, the gap changes by 0.20 eV, or 14% of its value here. A small error in one hopping changes the gap and the upper limit \(2|\beta_1+\beta_2|\) by amounts of equal magnitude, though not always of equal sign. This magnitude is a larger fraction of the gap.

Numerical diagonalization of (23), with the same two hoppings at every length, gives the following gaps for chains with strong end bonds.

| Double bonds | Gap (eV) | Wavelength (nm) |
|---:|---:|---:|
| 1 | 5.70 | 218 |
| 2 | 3.94 | 315 |
| 3 | 3.14 | 395 |
| 5 | 2.40 | 517 |
| 10 | 1.81 | 684 |
| 20 | 1.54 | 803 |
| 50 | 1.43 | 867 |
| 200 | 1.40 | 884 |

The values approach the bulk gap from above, as (26) requires. At ten double bonds the gap still exceeds the bulk value by 0.41 eV, or 29% of the latter. At fifty double bonds the excess is about 2%. For that length the upper bound in (26) is the gap of a 51-cell ring, 1.4328 eV, compared with the chain's 1.4293 eV.

A uniform chain with the mean hopping \(-2.50\) eV and 200 sites has, by (27), a gap of \(10.0\sin(\pi/402)=0.078\) eV. This remainder vanishes with increasing length. An alternating chain of 80 sites with weak end bonds has \(r=-2.15/2.85=-0.754\). Diagonalization gives a splitting of \(3.1\times10^{-5}\) eV between its two middle levels, far below the bulk gap.

The effect of unequal site energies can be seen with \(\delta=0.30\) eV. Equation (20) gives \(2\sqrt{0.70^2+0.30^2}=1.52\) eV for the alternating chain and \(2(0.30)=0.60\) eV for the uniform one.

### Smaller corrections for the same hoppings

**Overlap.** Neighbouring p orbitals are not orthogonal. Put the energy origin at \(\alpha=0\), let \(h\) be the Hückel matrix with negative hoppings, and assume that each overlap is \(\sigma\) times the magnitude of the hopping. The overlap matrix is then \(1-\sigma h\). An eigenvector of \(h\) with eigenvalue \(\varepsilon\) also solves the problem with overlap, because \(\varepsilon=E(1-\sigma\varepsilon)\). Thus

\[
E=\frac{\varepsilon}{1-\sigma\varepsilon},\qquad
\frac{dE}{d\varepsilon}=\frac{1}{(1-\sigma\varepsilon)^2}>0 .
\tag{31}
\]

The order of the levels is preserved as long as \(\sigma|\beta_1+\beta_2|<1\), which keeps every denominator positive. The edges \(\varepsilon=\pm\Delta\) give

\[
E_g^{\rm overlap}=\frac{\Delta}{1-\sigma\Delta}+\frac{\Delta}{1+\sigma\Delta}
=\frac{2\Delta}{1-\sigma^2\Delta^2}.
\tag{32}
\]

A mean overlap of 0.25, a rough typical value, corresponds to \(\sigma=0.25/2.50=0.10\) eV\(^{-1}\). The gap becomes \(1.40/(1-0.07^2)=1.407\) eV, an increase of 0.5%. The correction is small because, to first order in \(\sigma\), both edges move up by the same amount \(\sigma\Delta^2\), which cancels in their difference.

**Second-neighbour hopping.** The right side of (22) is 0.61 eV. An assumed second-neighbour hopping of magnitude 0.20 eV satisfies the condition for either sign and leaves the gap at 1.40 eV.

**Random hopping.** Bond lengths fluctuate, and the hoppings fluctuate with them. As a static estimate, add to each hopping an independent Gaussian random number with zero mean and a standard deviation of 0.15 eV. Diagonalization of 30 such rings of 100 cells gives a mean gap of 1.31 eV, which is 0.09 eV or 7% below the ordered value. The gaps have a standard deviation of 0.06 eV, so the mean of this sample is uncertain by about 0.01 eV; a sample of 400 rings gives 1.29 eV, or 0.11 eV below the ordered value. These numbers apply to this ring length. For open chains with strong end bonds, the same disorder lowers the mean gap by about 0.02, 0.11 and 0.20 eV at 10, 100 and 1000 cells. On an infinite chain, unbounded Gaussian fluctuations produce, somewhere, arbitrarily long stretches with nearly equal hoppings. A trial state confined to such a stretch has an energy spread about \(\alpha\) as small as desired, so there is then no strict gap.

**Temperature.** At 298 K the thermal energy \(k_BT\) is 0.0257 eV. By the symmetry of (7) the chemical potential is \(\alpha\), half a gap below the empty edge. The occupation of that edge is close to \(\exp(-E_g/2k_BT)=1.5\times10^{-12}\). Thermal filling of the upper band is negligible for the absorption edge.

### Electron repulsion

Repulsion can change the excitation energy of a short chain much more than the effects just considered. Its origin is clearest for two sites with hopping \(\beta\) and two electrons. Let \(U\) be the repulsion on one site and \(V\) that between the sites, with energies measured from the configuration of one electron per site. A configuration with both electrons on one site has the energy \(W=U-V\), because it contains charges \(+1\) and \(-1\).

The symmetric singlet with one electron per site couples to the sum of the two doubly occupied configurations. Each of its two parts reaches both of these configurations with amplitude \(\beta\), so between normalized states the coupling is \(2\beta\). The matrix and its lower eigenvalue are

\[
\begin{pmatrix}0&2\beta\\2\beta&W\end{pmatrix},\qquad
E_0=\frac{W-\sqrt{W^2+16\beta^2}}{2}.
\tag{33}
\]

In the difference of the doubly occupied configurations the hopping amplitudes cancel, and its energy remains \(W\). The dipole operator has opposite signs on the two configurations and so connects their sum to their difference. The optical excitation energy is therefore

\[
W-E_0=\frac{W+\sqrt{W^2+16\beta^2}}{2}.
\tag{34}
\]

It equals the Hückel value \(2|\beta|\) for \(W=0\) and grows with \(W\). The excited state separates charge, and this costs energy that the Hückel model omits.

For a longer chromophore, consider all-trans hexatriene, with three double bonds, in the Pariser–Parr–Pople model. To the hopping terms it adds

\[
H_{\rm rep}=U\sum_in_{i\uparrow}n_{i\downarrow}
+\frac12\sum_{i\ne j}V_{ij}(n_i-1)(n_j-1),
\tag{35}
\]

where \(n_{i\uparrow}\) and \(n_{i\downarrow}\) count the electrons of each spin on site \(i\), and \(n_i\) is their sum. The Ohno form for the repulsion at distance \(R_{ij}\) is

\[
V_{ij}=\frac{U}{\sqrt{1+(UR_{ij}/K)^2}},\qquad K=\frac{e^2}{4\pi\varepsilon_0}.
\tag{36}
\]

It tends to \(U\) at short distance and to the Coulomb law \(K/R_{ij}\) at long distance. The calculation uses \(U=11.0\) eV, bond lengths of 1.36 and 1.44 Å and bond angles of 120°, all rough typical values. The hoppings remain \(-2.85\) and \(-2.15\) eV.

Three electrons of each spin can be placed on six sites in \(20\times20=400\) ways, and the full matrix was diagonalized. The optical excitation was taken as the lowest state whose squared dipole element with the ground state, along the chain axis, exceeds one tenth of the sum over all excited states. Its energy is 5.46 eV, or 227 nm. The Hückel gap of the same molecule is 3.14 eV, or 395 nm. At these fixed hoppings, repulsion raises the optical excitation by 2.32 eV, which is 74% of the Hückel value. This state is not the lowest excited one: the lowest triplet lies at 2.84 eV, below the Hückel gap, and a dipole-forbidden singlet lies at 5.38 eV. The result depends strongly on the parameters. With \(U=9\) or 13 eV the excitation lies at 4.80 or 6.29 eV. Effective hoppings chosen for a model without explicit repulsion also count part of the interaction twice. With \(U=11.0\) eV and the less strongly alternating hoppings \(-2.52\) and \(-2.26\) eV, the excitation lies at 4.85 eV.

This calculation includes all configurations of the six \(\pi\) electrons in the chosen model. It does not treat the response of the \(\sigma\) electrons explicitly, and it leaves out the solvent and the relaxation of the nuclei. The shift was obtained for a short chain, and its value for the infinite chain would need a separate calculation.

### Relation to real chromophores and resists

The optical absorption of trans-polyacetylene begins at very roughly 1.5 eV, so the gap of 1.40 eV has a realistic size. This agreement does not test the independent-electron assumption, since effective hoppings of this kind already absorb part of the interaction. Real films also contain finite conjugated segments and disorder. In the estimates above, a length of ten double bonds raises the gap by 0.41 eV, and random hopping lowers it by an amount that grows with length, about 0.02 eV at ten cells and 0.1 eV at 100 cells. For a short chromophore the neglect of repulsion can be a large error, as the example of hexatriene shows. Hexatriene absorbs strongly at roughly 5 eV, much closer to the interacting result than to the Hückel gap. For a resist at 248 or 193 nm, an error of about 2 eV is decisive: it moves the predicted absorption from the near ultraviolet to the region of the exposure lines. For the parameter sets tried above, the interacting model gives excitation energies from 4.80 to 6.29 eV. This range includes the 248 nm line at 5.00 eV and ends just below the 193 nm line at 6.42 eV, so these estimates do not settle on which side of the 248 nm line the absorption lies. Equation (2) explains how bond alternation opens a gap in a long chain, but it should not be used alone to select a short chromophore. The absorbance of a resist film further depends on transition strength, line width, concentration and thickness, none of which is fixed by the gap.
